Why coupling signs decide a transmission zero between two contact levels

**Question.** Two localized orbitals in a thin contact layer connect a left and a right electrode. If the products of their left and right couplings have the same sign, the transmission vanishes at an energy between the two levels. If the products have opposite signs, it does not vanish there. Why?

**Answer.**

**The mechanism: two signs per path**

Let the orbitals have energies e₁ < e₂, with spacing Δ = e₂ − e₁. Orbital i couples to the left electrode with the real amplitude lᵢ and to the right electrode with the real amplitude rᵢ. An electron of energy E that crosses by way of orbital i contributes

pᵢ/(E − eᵢ), with pᵢ = lᵢrᵢ,

to the effective hopping between the electrodes. Each path therefore has two signs, one from its coupling product and one from its energy denominator.

Between the levels, E − e₁ is positive and E − e₂ is negative, so the denominators always supply opposite signs. If p₁ and p₂ have the same sign, the two contributions oppose each other and can cancel. If p₁ and p₂ have opposite signs, the two reversals compensate and the contributions add.

The relative sign of the products is physical, although the sign of a single coupling is not. Reversing the sign of orbital i reverses both lᵢ and rᵢ and leaves pᵢ unchanged. Reversing the sign of an electrode's end orbital changes both products together. Neither operation changes the sign of p₁p₂.

What remains to be shown is that cancellation of the effective hopping really makes the transmission zero, even though the electrodes broaden the levels.

**From the lattice equations to the transmission**

Take each electrode to be a semi-infinite chain with one orbital per site, site energy zero and hopping −t. Its band is E = −2t cos k, with 0 < k < π. The two contact orbitals are eigenstates of the isolated layer, so they are not coupled to each other. For now there is no direct hopping between the electrodes. Interactions enter at most as fixed shifts of the levels.

An electron arrives from the left with unit amplitude. On the left chain, whose sites are n ≤ 0, the wave is exp(ikn) + ρ exp(−ikn). On the right chain, whose sites are m ≥ 0, it is τ exp(ikm). The end-site amplitudes are ψL = 1 + ρ and ψR = τ. The chains are identical, so the velocities are equal and the transmission per spin is T = |ψR|².

The equation for orbital i is E cᵢ = eᵢcᵢ + lᵢψL + rᵢψR, which gives

cᵢ = (lᵢψL + rᵢψR)/(E − eᵢ).

At the left end site,

EψL = −tψ₋₁ + Σ lᵢcᵢ.

Replacing ρ by ψL − 1 in the incoming wave gives

ψ₋₁ = exp(−ik) + ρ exp(ik) = exp(ik)ψL − 2i sin k.

Define λ = E + t exp(ik). Since E = −t exp(ik) − t exp(−ik),

λ = −t exp(−ik) = E/2 + it sin k.

Define also three real sums:

F = Σ lᵢrᵢ/(E − eᵢ), a = Σ lᵢ²/(E − eᵢ), b = Σ rᵢ²/(E − eᵢ).

Inserting cᵢ into the left equation, and into the right equation EψR = −t exp(ik)ψR + Σ rᵢcᵢ, gives

(λ − a)ψL − FψR = 2it sin k,

(λ − b)ψR = FψL.

The orbitals have been eliminated. They shift the end sites by a and b and join them by the effective hopping F. The second equation gives ψL = (λ − b)ψR/F when F ≠ 0. Putting this into the first and taking the squared modulus yields

T = 4t² sin²k F² / |(λ − a)(λ − b) − F²|².

When F = 0, the second equation gives ψR = 0 directly, because λ − b cannot vanish: b is real and Im λ = t sin k is positive inside the band. The same holds for λ − a, so the denominator of T is finite and nonzero there. The coupling to the electrodes broadens the resonances, but it neither fills nor moves this zero.

**Where the zero lies**

At a level, F, a and b all diverge, so that case needs a form without poles. Let D = (E − e₁)(E − e₂) and q = l₁r₂ − l₂r₁. In ab − F² the squared poles cancel, leaving ab − F² = q²/D. Multiplying numerator and denominator of T by D² gives

T = 4t² sin²k N² / |Dλ² − Sλ + q²|²,

N = p₁(E − e₂) + p₂(E − e₁),

S = (l₁² + r₁²)(E − e₂) + (l₂² + r₂²)(E − e₁).

At E = e₁ this becomes

T(e₁) = 4t² sin²k p₁²Δ² / |(l₁² + r₁²)Δλ + q²|².

This is finite and nonzero if p₁ ≠ 0, since λ has an imaginary part. The same argument applies at e₂. The zeros inside the band are therefore those of N, which is linear in E. Setting N = 0 gives E(p₁ + p₂) = p₁e₂ + p₂e₁, and subtracting e₁(p₁ + p₂) from both sides gives

E₀ = e₁ + Δ p₁/(p₁ + p₂).

For products of the same sign, the fraction p₁/(p₁ + p₂) lies between 0 and 1, so E₀ lies between the levels, closer to the one with the smaller |p|. For opposite signs the fraction is negative or greater than 1, so E₀ lies outside.

Opposite signs thus forbid a zero between the levels, not at every energy. Outside the interval the two denominators have the same sign, so products of opposite sign can cancel. The weaker product then needs the smaller denominator, which puts the zero beyond the level with the smaller |p|. It appears in T only if it falls inside the band. If p₁ = −p₂, then N = −p₁Δ is constant and there is no zero.

For opposite signs one can also say how far F stays from zero. With x = E − e₁ between 0 and Δ,

|F| = |p₁|/x + |p₂|/(Δ − x).

The derivative vanishes when √|p₁|/x = √|p₂|/(Δ − x), and substitution gives the minimum

|F|min = (√|p₁| + √|p₂|)²/Δ.

**The products belong to eigenorbitals**

Suppose the layer consists of two sites of energy zero joined by a hopping v = 0.20 eV. The eigenorbitals are the symmetric and antisymmetric combinations, at +v and −v. Let each attached electrode couple with s = 0.30 eV.

If the sites are in series, the left electrode touches one and the right electrode the other. The products are +s²/2 and −s²/2, or ±0.045 eV², and F = s²v/(E² − v²) has no zero. The computed transmission between the levels stays above 0.18.

If both electrodes touch the same site and the other hangs at the side, both products are +0.045 eV². Then F = s²E/(E² − v²), which vanishes at E = 0, the energy of the side site.

**Numbers for a thin silicon contact**

Consider two gap states in a silicon layer about 2 nm thick between metallic electrodes. Energies are measured from midgap, which is aligned with the centre of the chain band. The model values are t = 2 eV, levels at −0.20 and +0.20 eV, l = (0.30, 0.20) eV and r = (0.20, ±0.20) eV. Only the sign of r₂ differs between the two cases.

The products are p₁ = 0.06 eV² and p₂ = ±0.04 eV². For the same sign,

E₀ = −0.20 + 0.40 × 0.06/0.10 = 0.04 eV.

At this energy the path terms are 0.06/0.24 = 0.25 eV and 0.04/(−0.16) = −0.25 eV, and they cancel. With r₂ reversed both are +0.25 eV, so F = 0.50 eV and T = 0.22. A direct numerical solution of the lattice equations places the zeros at 0.040 eV for the same sign and 1.00 eV for opposite signs. The second lies more than half the silicon gap from midgap, where band states left out of the model would matter.

For opposite signs the smallest |F| between the levels is 0.49 eV, and the smallest T is 0.216. At the lower level both cases give T = 0.85. The values are close because the imaginary part of (l₁² + r₁²)Δλ + q², 0.104 eV⁴, is the same in both cases and dominates. That they are exactly equal is an accident of these parameters: the real part is −0.0048 eV⁴ in one case and +0.0048 eV⁴ in the other.

At temperature θ the linear conductance averages T over the thermal window:

G = (2e²/h) ∫ T(E)(−∂f/∂E) dE.

With the Fermi level held at 0.04 eV and θ = 300 K, the mean transmissions are 0.026 and 0.250. Multiplied by 77.5 µS, they give 2.0 µS for the same sign and 19.4 µS for opposite signs. With the Fermi level at the zero, the conductance is thus reduced by a factor of nearly ten. Elsewhere between the levels the reduction is smaller: a factor of 1.8 with the Fermi level at −0.10 eV, 3.0 at 0.10 eV, and about 1 at either level. Outside the levels the order reverses, because there the opposite-sign paths oppose each other: at 0.50 eV the conductances are 3.9 µS for the same sign and 0.23 µS for opposite signs.

**What moves or fills the zero**

A direct hopping w between the end sites replaces F by F + w. For products of the same sign, F runs monotonically from one infinity to the other between the levels, so F + w still crosses zero once. For opposite signs, two zeros appear between the levels if w opposes F and |w| exceeds |F|min.

To estimate w, take tunnelling through the silicon gap Eg = 1.1 eV with a rough mass of 0.2 electron masses. The two-band decay constant at midgap is κ = √(mEg/2)/ħ = 1.2 nm⁻¹, so the direct transmission over d = 2 nm is about exp(−2κd) = 0.008. A weak bare link has T ≈ 4w²/t² at the band centre, hence w ≈ 0.09 eV. Depending on its sign, this moves the same-sign zero to 0.07 or 0.004 eV. Silicon's gap is indirect and its masses depend on direction, so this is only a rough estimate. The shift depends strongly on the assumed mass: with 0.1 electron masses, w is about 0.18 eV and the zero moves to 0.10 or −0.03 eV. These estimates also omit the interface matching factor of the barrier, which can raise the direct transmission up to fourfold and so double w, to about 0.18 eV for the heavier mass and 0.37 eV for the lighter one; the latter moves the zero to 0.13 or −0.08 eV. All these values stay below the 0.49 eV needed to create zeros in the other case, but a w that opposes F still lowers the smallest opposite-sign T between the levels, from 0.216 to 0.15 for |w| = 0.09 eV and to about 0.02 for |w| = 0.37 eV.

Other effects fill the zero:

- **A second electrode channel.** The total transmission vanishes only if the amplitudes into all channels vanish together. A second right channel with couplings (0.05, −0.05) eV has products of opposite sign and raises T at 0.04 eV to 0.015.
- **Dephasing.** A voltage probe on each orbital, with an assumed time of 0.1 ps, raises T there to 0.008. The opposite-sign value changes only from 0.220 to 0.224.
- **A loop phase.** If a magnetic flux gives one path a phase other than 0 or π, the two terms are no longer collinear in the complex plane. At 90° the smallest T between the levels is 0.12. This phase needs a flux of h/4e, or about 260 T through a loop of 4 nm², so in a layer this thin it illustrates the principle and is not a practical control.

**Comparison with a real contact.** The silicon gap and relative permittivity (about 12) are typical rough values. The level positions and couplings are chosen, not calculated for a known defect, and a 2 nm layer need not keep the bulk gap. Real metallic electrodes have many channels, so the single-channel zero should be expected to survive at most as a minimum, unless in each electrode both orbitals couple to the same combination of channels. Charging also matters. For two electrons, each spread evenly over the surface of a sphere of radius R = 1 nm in unbounded silicon, the repulsion e²/(4πε₀εᵣR) is 0.12 eV, comparable with the level widths 2(lᵢ² + rᵢ²)/t of 0.13 and 0.08 eV. Midway between flat metallic electrodes 2 nm apart, image charges reduce this by the factor 1 − ln 2 ≈ 0.31, to about 0.04 eV. If charging merely raised the upper level by the repulsion of one electron, the zero would move from 0.04 to 0.06 eV with this screening, or to 0.11 eV without it. With both spins counted, the lower orbital holds about 1.9 electrons at a Fermi level of 0.04 eV, and raising the upper level by that many repulsions puts the zero at 0.08 or 0.18 eV. For any such static shift that keeps the levels distinct, the sign rule would hold. Correlated charge fluctuations lie outside this model, so the conductances illustrate the interference and do not predict a device. The numerical output below lists the model inputs and main results. It does not include the denominator values at the lower level, the conductances at other Fermi levels, the image-charge correction, the orbital occupation, the magnetic field, the interface matching factor or the estimate for the lighter mass.

Numbers as computed

```
lead hopping: 2.00 eV; levels: -0.20, 0.20 eV
left couplings: 0.30, 0.20 eV
same: right couplings 0.20, 0.20 eV
same: products 0.060, 0.040 eV^2
same: path terms at 0.040 eV: 0.250, -0.250 eV
opposite: right couplings 0.20, -0.20 eV
opposite: products 0.060, -0.040 eV^2
opposite: path terms at 0.040 eV: 0.250, 0.250 eV
level widths at band centre: 0.130, 0.080 eV
zero, same signs (found numerically): 0.0400 eV
zero, opposite signs (found numerically): 1.0000 eV
T at -0.20 eV: same 0.8503, opposite 0.8503
T at -0.10 eV: same 0.1675, opposite 0.3671
T at 0.04 eV: same 0.0000, opposite 0.2203
T at 0.10 eV: same 0.0381, opposite 0.2960
T at 0.20 eV: same 0.9981, opposite 0.9888
opposite: least T between levels 0.2158 at 0.018 eV
opposite: least |F| between levels: 0.4949 eV
series pair: levels -0.20, 0.20 eV
series pair: products -0.045, 0.045 eV^2
series pair: least T between levels 0.1835
side site: products 0.045, 0.045 eV^2
side site: zero at 0.0000 eV
temperature: 300 K; kT: 0.02585 eV
conductance unit 2e^2/h: 77.481 uS
thermal mean T: same 0.0259, opposite 0.2499
300 K conductance, same signs: 2.004 uS
300 K conductance, opposite signs: 19.360 uS
silicon inputs: gap 1.1 eV, mass 0.2 m_e, layer 2.0 nm
midgap decay constant: 1.201 1/nm; direct T: 0.00818
direct hopping w: 0.0904 eV
same-sign zero with +w: 0.0715 eV; with -w: 0.0038 eV
least T between levels with 90 degree loop phase: 0.1153
second channel couplings: 0.05, -0.05 eV
T at same-sign zero with second channel: 0.0154
dephasing time: 0.1 ps; probe width: 0.00658 eV
T at 0.04 eV, dephased: same 0.0082, opposite 0.2244
charging inputs: permittivity 11.7, radius 1.0 nm
charging energy: 0.1231 eV
same-sign zero if upper level rises by that: 0.1138 eV
```
